# Supercell dispersion of a defect level: Γ against the mean-value point: a numerical check

```python
# Impurity band of a periodically repeated defect in a simple-cubic tight-binding host.
# Host: spacing a, hopping -tau; defect: on-site -U once per L^3 cell; isolated level
# E0 = -6 tau - Eb.  k in units of 2 pi/(L a).  g(r,E) = <r|(H0-E)^-1|0> > 0,
# Delta_k(E) = sum_{R!=0} cos(k.R) g(R,E),  delta(k) = E(k) - E0,  ' = d/dE.
# Claims: 1/U = g(0,E)+Delta_k(E);  delta1 = -Delta/g', t(R) = -g(R)/g' = -U psi(0) psi(R);
# delta2 = Delta Delta'/g'^2 - g'' Delta^2/(2 g'^3);  Gamma is the band bottom and worst
# point for a nodeless 3D state; Q=(1/4,1/4,1/4) kills three shells, E_L(Q)=E_2L(R);
# the zone mean differs from E0; Gamma is not worst in 1D or for sign-changing tails.
# Roads: diagonalization of the Bloch Hamiltonian versus Bessel-integral quadrature of g.
import itertools
import numpy as np
import scipy.sparse as sp
import sympy as sy
from scipy.sparse.linalg import eigsh
from scipy.special import ive
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE = physical_constants['Hartree energy in eV'][0]
a, tau, U = 3.0, 1.0, 5.0
GAM, RP, Q, P, X = (0, 0, 0), (.5, .5, .5), (.25, .25, .25), (.5, .25, 0), (.5, 0, 0)

def chain(L, k, hop):
    h = np.zeros((L, L), complex)
    for i in range(L - 1):
        h[i, i + 1] = -hop
    h[L - 1, 0] += -hop * np.exp(2j * np.pi * k)
    return h + h.conj().T

def lowest(L, k, hops=(tau, tau, tau)):
    eye = sp.identity(L)
    hx, hy, hz = [sp.csr_matrix(chain(L, ki, h)) for ki, h in zip(k, hops)]
    H = (sp.kron(sp.kron(hx, eye), eye) + sp.kron(sp.kron(eye, hy), eye)
         + sp.kron(sp.kron(eye, eye), hz)
         + sp.csr_matrix(([-U], ([0], [0])), shape=(L**3, L**3))).tocsr()
    if abs(H.imag).max() < 1e-14:
        H = H.real
    if L**3 <= 216:
        w, v = np.linalg.eigh(H.toarray())
    else:
        v0 = np.random.default_rng(1).random(L**3).astype(H.dtype)
        w, v = eigsh(H, k=1, which='SA', v0=v0, tol=1e-12)
    return float(np.real(w[0])), v[:, 0]

edges = np.concatenate([[0.0], np.geomspace(0.25, 250.0, 40)])
xg, wg = np.polynomial.legendre.leggauss(24)
T = np.concatenate([0.5 * (hi - lo) * xg + 0.5 * (hi + lo) for lo, hi in zip(edges[:-1], edges[1:])])
W = np.concatenate([0.5 * (hi - lo) * wg for lo, hi in zip(edges[:-1], edges[1:])])
NMAX = 130
BES = ive(np.arange(NMAX + 1)[:, None], 2 * tau * T[None, :])

def g(r, Eb, d=0):
    return float(np.sum(W * T**d * np.exp(-Eb * T) * BES[abs(r[0])] * BES[abs(r[1])] * BES[abs(r[2])]))

def Delta(L, k, Eb, d=0):
    n = np.arange(1, NMAX // L + 1)
    th = [BES[0] + 2 * np.cos(2 * np.pi * ki * n) @ BES[n * L] for ki in k]
    return float(np.sum(W * T**d * np.exp(-Eb * T) * (th[0] * th[1] * th[2] - BES[0]**3)))

O = (0, 0, 0)
Eb = brentq(lambda e: g(O, e) - 1 / U, 0.12, 2.0, xtol=1e-15)
E0 = -6 * tau - Eb
gp, gpp = g(O, Eb, 1), g(O, Eb, 2)
kap, kap2 = np.arccosh(1 + Eb / (2 * tau)), np.arccosh(1 + Eb / (4 * tau))
err = lambda L, k, hops=(tau, tau, tau): lowest(L, k, hops)[0] - E0
d1 = lambda L, k: -Delta(L, k, Eb) / gp
d2 = lambda L, k: Delta(L, k, Eb) * Delta(L, k, Eb, 1) / gp**2 - gpp * Delta(L, k, Eb)**2 / (2 * gp**3)
hop_t = lambda L, n: -g(tuple(L * i for i in n), Eb) / gp
rel = lambda x, y: abs(x / y - 1)

# isolated level and t = -U psi(0) psi(R) from the eigenvector of a large cell
Ebig, vec = lowest(16, Q)
assert abs(Ebig - E0) < 1e-8
vec = vec / np.linalg.norm(vec) * abs(vec[0]) / vec[0]
t1_vec = -U * vec[0].real * vec[6 * 256].real
assert rel(t1_vec, hop_t(6, (1, 0, 0))) < 1e-4 and rel(vec[0].real**2, g(O, Eb)**2 / gp) < 1e-6

# exact secular equation against diagonalization
for L in (4, 6):
    for k in (GAM, RP, Q, P, (0.11, 0.23, 0.41)):
        root = brentq(lambda e: g(O, e) + Delta(L, k, e) - 1 / U, 0.12, 2.0, xtol=1e-15)
        assert abs(-6 * tau - root - lowest(L, k)[0]) < 1e-10

# decay laws
for n in (10, 20, 40):
    assert 0 < g((n, 0, 0), Eb) * 4 * np.pi * tau * n * np.exp(kap * n) - 1 < 0.3 / n
slope = -np.log(31 * g((31, 31, 0), Eb) / (30 * g((30, 30, 0), Eb)))
assert abs(slope - 2 * kap2) < 2e-3 and kap < 2 * kap2 < 2 * kap

# shell factors: explicit stars against closed forms; uniqueness of Q
def star(n, k):
    vs = {tuple(s * c for s, c in zip(sg, p)) for p in itertools.permutations(n)
          for sg in itertools.product((1, -1), repeat=3)}
    return sum(np.cos(2 * np.pi * np.dot(k, v)) for v in vs)
shells = [(1, 0, 0), (1, 1, 0), (1, 1, 1), (2, 0, 0)]
kr = np.array([0.07, 0.19, 0.36]); c = np.cos(2 * np.pi * kr)
closed = [2 * c.sum(), 4 * (c[0] * c[1] + c[1] * c[2] + c[0] * c[2]), 8 * c.prod(), 2 * np.cos(4 * np.pi * kr).sum()]
assert np.allclose([star(n, kr) for n in shells], closed, atol=1e-12)
c1, c2, c3 = sy.symbols('c1 c2 c3')
gb = sy.groebner([c1 + c2 + c3, c1 * c2 + c2 * c3 + c1 * c3, c1 * c2 * c3], c1, c2, c3)
assert all(gb.reduce(s**3)[1] == 0 for s in (c1, c2, c3))

# perturbation orders; tolerances are the size of the next order
res = {L: {nm: err(L, k) for nm, k in (('G', GAM), ('R', RP), ('P', P), ('Q', Q))} for L in (4, 6, 8)}
for L, tol in ((6, 0.10), (8, 0.015)):
    r = res[L]
    for nm, k in (('G', GAM), ('R', RP)):
        assert rel(d1(L, k) + d2(L, k), r[nm]) < tol
        assert rel(d1(L, k) + d2(L, k), r[nm]) < rel(d1(L, k), r[nm])
    assert rel(d1(L, Q), r['Q']) < 0.02 and rel(-6 * hop_t(L, (2, 0, 0)), r['Q']) < 0.10
    assert rel(d1(L, P) + d2(L, P), r['P']) < 0.01 and rel(-4 * hop_t(L, (1, 1, 0)), r['P']) < 0.15
    assert abs(r['G']) > abs(r['R']) > abs(r['P']) > r['Q'] > 0
    assert abs(0.5 * (r['G'] + r['R'])) > r['Q']
first = [rel(d1(L, GAM), err(L, GAM)) for L in (6, 8, 10)]
assert first[0] > first[1] > first[2] and first[2] < 0.03

# doubling identity
for L in (4, 6):
    assert abs(err(2 * L, RP) - res[L]['Q']) < 1e-9

# 8x8x8 grid: bottom, worst point, mean, first Fourier coefficient
wt = np.array([1, 2, 2, 2, 1]) / 8
grid = {}
for L, tol_mean, tol_t in ((6, 0.15, 0.08), (8, 0.05, 0.02)):
    tab = {j: err(L, np.array(j) / 8) for j in itertools.combinations_with_replacement(range(5), 3)}
    assert min(tab, key=tab.get) == O and max(tab, key=lambda j: abs(tab[j])) == O and tab[O] < 0
    mean = four = 0.0
    for j in itertools.product(range(5), repeat=3):
        w = wt[j[0]] * wt[j[1]] * wt[j[2]] * tab[tuple(sorted(j))]
        mean += w
        four += w * np.cos(2 * np.pi * j[0] / 8)
    pred = 0.0
    for n in itertools.product(range(-2, 3), repeat=3):
        if n != O:
            r = tuple(L * i for i in n)
            pred += g(r, Eb) * g(r, Eb, 1) / gp**2 - gpp * g(r, Eb)**2 / (2 * gp**3)
    assert mean > 0 and rel(pred, mean) < tol_mean and rel(four, hop_t(L, (1, 0, 0))) < tol_t
    grid[L] = (mean, pred, four)

# counterexample: chain, isolated level -sqrt(4 tau^2 + U1^2)
U1, L1 = 1.0, 8
def chain_level(L, k):
    h = chain(L, k, tau); h[0, 0] -= U1
    return np.linalg.eigvalsh(h)[0]
E1 = -np.sqrt(4 * tau**2 + U1**2)
assert abs(chain_level(120, 0.0) - E1) < 1e-12
cG, cX = chain_level(L1, 0.0) - E1, chain_level(L1, 0.5) - E1
assert cG < 0 < cX and cX > -cG

# counterexample: host band minimum at (pi/a,0,0)
flip = (-tau, tau, tau)
fG, fX, fQ = err(7, GAM, flip), err(7, X, flip), err(7, Q, flip)
assert abs(fG - err(7, X)) < 1e-9 and abs(fX - err(7, GAM)) < 1e-9 and abs(fQ - err(7, Q)) < 1e-9
assert abs(fG) < 0.5 * abs(fX) and abs(fQ) < 0.02 * abs(fX)
assert abs(err(6, GAM, flip) - res[6]['G']) < 1e-10

print(f"inputs: a = {a} A, tau = {tau} eV, U = {U} eV")
print(f"E0 = {E0:.6f} eV = {E0/HARTREE:.6f} hartree; Eb = {Eb:.6f} eV")
print(f"g(0) = {g(O,Eb):.6f} 1/eV, g' = {gp:.6f} 1/eV^2, g'' = {gpp:.6f} 1/eV^3")
print(f"psi(0)^2 = {g(O,Eb)**2/gp:.5f}")
print(f"kappa*a = {kap:.5f}, kappa = {kap/a:.5f} 1/A, 1/kappa = {a/kap:.3f} A")
print(f"2*kappa'*a = {2*kap2:.5f}, numerical slope at n=30: {slope:.5f}")
for nm, k in (('Gamma', GAM), ('R', RP), ('P', P), ('Q', Q)):
    print(f"S1..S4 at {nm}: " + " ".join(f"{round(star(n,k),10)+0:.0f}" for n in shells))
L = 6
print(f"main cell L = {L}: side {L*a:.1f} A, kappa*L*a = {kap*L:.4f}, Q component {0.5*np.pi/(L*a):.5f} 1/A")
for n in shells:
    print(f"L=6 shell {n}: g = {-hop_t(L,n)*gp:.4e} 1/eV, t = {hop_t(L,n):.4e} eV")
print(f"L=6 t1 from eigenvector = {t1_vec:.4e} eV, from band Fourier = {grid[6][2]:.4e} eV")
print(f"L=6 asymptotic g1 = {np.exp(-kap*L)/(4*np.pi*tau*L):.4e} 1/eV")
print(f"L=6 6t1 = {6*hop_t(L,shells[0]):.4e} eV, 12t2 = {12*hop_t(L,shells[1]):.4e} eV, 8t3 = {8*hop_t(L,shells[2]):.4e} eV")
print(f"L=6 -4t2 = {-4*hop_t(L,shells[1]):.4e} eV, -6t4 = {-6*hop_t(L,shells[3]):.4e} eV")
for nm, k in (('G', GAM), ('R', RP), ('P', P), ('Q', Q)):
    print(f"L=6 {nm}: d1 = {d1(L,k):.4e}, d2 = {d2(L,k):.4e}, exact = {res[L][nm]:.4e} eV")
print(f"L=6 main: delta(G) = {res[6]['G']/HARTREE:.4e}, delta(Q) = {res[6]['Q']/HARTREE:.4e} hartree")
print(f"L=12 delta(R) = {err(12,RP):.4e} eV")
for L in (4, 6, 8):
    r = res[L]
    print(f"L={L} ({L*a:.0f} A) delta G {r['G']:.4e} R {r['R']:.4e} P {r['P']:.4e} Q {r['Q']:.4e} eV")
    print(f"L={L} pair (G+R)/2 = {0.5*(r['G']+r['R']):.4e} eV, |G/Q| = {abs(r['G']/r['Q']):.1f}")
for L in (6, 8):
    print(f"L={L} zone mean delta = {grid[L][0]:.4e} eV, second-order formula = {grid[L][1]:.4e} eV")
print("relative error of d1 at Gamma, L=6,8,10: " + " ".join(f"{x:.4f}" for x in first))
print(f"chain U = {U1} eV, L = {L1}: E0 = {E1:.6f} eV")
print(f"chain delta(Gamma) = {cG:.4e} eV, delta(edge) = {cX:.4e} eV")
print(f"flipped host L=7: delta G {fG:.4e} X {fX:.4e} Q {fQ:.4e} eV")
print("success")
```

Running it gives:

```
inputs: a = 3.0 A, tau = 1.0 eV, U = 5.0 eV
E0 = -6.400791 eV = -0.235225 hartree; Eb = 0.400791 eV
g(0) = 0.200000 1/eV, g' = 0.065726 1/eV^2, g'' = 0.088882 1/eV^3
psi(0)^2 = 0.60859
kappa*a = 0.62296, kappa = 0.20765 1/A, 1/kappa = 4.816 A
2*kappa'*a = 0.88800, numerical slope at n=30: 0.88798
S1..S4 at Gamma: 6 12 8 6
S1..S4 at R: -6 12 -8 6
S1..S4 at P: 0 -4 0 2
S1..S4 at Q: 0 0 0 -6
main cell L = 6: side 18.0 A, kappa*L*a = 3.7377, Q component 0.08727 1/A
L=6 shell (1, 0, 0): g = 3.2958e-04 1/eV, t = -5.0145e-03 eV
L=6 shell (1, 1, 0): g = 4.3268e-05 1/eV, t = -6.5831e-04 eV
L=6 shell (1, 1, 1): g = 1.0216e-05 1/eV, t = -1.5543e-04 eV
L=6 shell (2, 0, 0): g = 3.8221e-06 1/eV, t = -5.8152e-05 eV
L=6 t1 from eigenvector = -5.0145e-03 eV, from band Fourier = -4.9283e-03 eV
L=6 asymptotic g1 = 3.1576e-04 1/eV
L=6 6t1 = -3.0087e-02 eV, 12t2 = -7.8997e-03 eV, 8t3 = -1.2435e-03 eV
L=6 -4t2 = 2.6332e-03 eV, -6t4 = 3.4891e-04 eV
L=6 G: d1 = -4.0300e-02, d2 = 7.2894e-03, exact = -3.4648e-02 eV
L=6 R: d1 = 2.3369e-02, d2 = 1.7712e-03, exact = 2.5403e-02 eV
L=6 P: d1 = 2.4658e-03, d2 = 3.5107e-05, exact = 2.5017e-03 eV
L=6 Q: d1 = 3.3056e-04, d2 = 8.8662e-07, exact = 3.3145e-04 eV
L=6 main: delta(G) = -1.2733e-03, delta(Q) = 1.2181e-05 hartree
L=12 delta(R) = 3.3145e-04 eV
L=4 (12 A) delta G -1.7159e-01 R 1.3865e-01 P 2.1344e-02 Q 5.6461e-03 eV
L=4 pair (G+R)/2 = -1.6470e-02 eV, |G/Q| = 30.4
L=6 (18 A) delta G -3.4648e-02 R 2.5403e-02 P 2.5017e-03 Q 3.3145e-04 eV
L=6 pair (G+R)/2 = -4.6224e-03 eV, |G/Q| = 104.5
L=8 (24 A) delta G -7.2469e-03 R 5.6461e-03 P 3.2631e-04 Q 2.1153e-05 eV
L=8 pair (G+R)/2 = -8.0039e-04 eV, |G/Q| = 342.6
L=6 zone mean delta = 5.7209e-04 eV, second-order formula = 6.0410e-04 eV
L=8 zone mean delta = 3.6529e-05 eV, second-order formula = 3.6922e-05 eV
relative error of d1 at Gamma, L=6,8,10: 0.1631 0.0427 0.0115
chain U = 1.0 eV, L = 8: E0 = -2.236068 eV
chain delta(Gamma) = -1.7204e-02 eV, delta(edge) = 2.1748e-02 eV
flipped host L=7: delta G -3.3524e-03 X -1.5769e-02 Q 8.3157e-05 eV
success
```
